# Conserved angular momentum and spin one-half of a free Dirac particle

## 1. The two commutators and the conserved sum

### Result and conventions

The free Dirac Hamiltonian is

\[
H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2,\qquad \mathbf p=-i\hbar\nabla .
\]

Let \(\mathbf L=\mathbf r\times\mathbf p\) be the orbital angular momentum and \(\mathbf S=\tfrac{\hbar}{2}\boldsymbol\Sigma\) the matrix defined below. For each Cartesian component \(k\),

\[
[H,L_k]=-i\hbar c\,(\boldsymbol\alpha\times\mathbf p)_k,\qquad
[H,S_k]=+i\hbar c\,(\boldsymbol\alpha\times\mathbf p)_k, \tag{1}
\]

\[
[H,J_k]=0,\qquad J_k=L_k+S_k . \tag{2}
\]

Neither part is conserved, but the sum is. The matrices \(S_k\) have the algebra and the eigenvalues \(\pm\hbar/2\) of spin one-half.

The commutator is \([A,B]=AB-BA\), and the anticommutator is \(\{A,B\}=AB+BA\). Repeated Latin indices are summed over \(x,y,z\), except where one labels a chosen component. The symbol \(\epsilon_{ijk}\) is antisymmetric with \(\epsilon_{xyz}=1\), so \((\boldsymbol\alpha\times\mathbf p)_k=\epsilon_{kij}\alpha_ip_j\). The operators act on four-component functions that are smooth and decay rapidly, so that all products below are defined. Plane waves are used as limits of such functions.

In the standard representation, written in \(2\times2\) blocks,

\[
\alpha_i=\begin{pmatrix}0&\sigma_i\\ \sigma_i&0\end{pmatrix},\quad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad
\Sigma_i=\begin{pmatrix}\sigma_i&0\\0&\sigma_i\end{pmatrix}.
\]

The Pauli matrices obey \(\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k\). Multiplying the blocks gives

\[
\alpha_i\alpha_j=\delta_{ij}+i\epsilon_{ijk}\Sigma_k . \tag{3}
\]

The second term changes sign when \(i\) and \(j\) are exchanged, so \(\{\alpha_i,\alpha_j\}=2\delta_{ij}\). The products with \(\beta\) are

\[
\beta\alpha_i=\begin{pmatrix}0&\sigma_i\\-\sigma_i&0\end{pmatrix},\qquad
\alpha_i\beta=\begin{pmatrix}0&-\sigma_i\\ \sigma_i&0\end{pmatrix},
\]

and therefore \(\{\alpha_i,\beta\}=0\).

### The orbital part

The component \(L_k=\epsilon_{kab}r_ap_b\) contains the position, which does not commute with the momentum in \(H\). Since the components of \(\mathbf p\) commute with each other,

\[
[L_k,p_j]=\epsilon_{kab}(r_ap_bp_j-p_jr_ap_b)
=\epsilon_{kab}[r_a,p_j]p_b .
\]

Inserting \([r_a,p_j]=i\hbar\delta_{aj}\) gives

\[
[L_k,p_j]=i\hbar\,\epsilon_{kjb}\,p_b,\qquad
[p_j,L_k]=-i\hbar\,\epsilon_{kjb}\,p_b . \tag{4}
\]

The operator \(L_k\) acts on the spatial dependence and multiplies all four components alike. It therefore commutes with the constant matrices \(\alpha_j\) and \(\beta\). The mass term drops out, and the kinetic term gives

\[
[H,L_k]=c\,\alpha_j[p_j,L_k]
=-i\hbar c\,\epsilon_{kjb}\,\alpha_jp_b
=-i\hbar c\,(\boldsymbol\alpha\times\mathbf p)_k .
\]

This is the first half of (1). The sign can be traced in the component \(L_z=xp_y-yp_x\). Here

\[
[p_x,L_z]=[p_x,x]p_y=-i\hbar p_y,\qquad
[p_y,L_z]=-[p_y,y]p_x=+i\hbar p_x,
\]

while \([p_z,L_z]=0\). Hence

\[
[H,L_z]=-i\hbar c\,(\alpha_xp_y-\alpha_yp_x).
\]

The choice of origin has no influence on this result. About a point \(\mathbf a\) the orbital angular momentum is

\[
\mathbf L_{\mathbf a}=(\mathbf r-\mathbf a)\times\mathbf p=\mathbf L-\mathbf a\times\mathbf p .
\]

The added term contains momenta and constant numbers, all of which commute with the free \(H\). No shift of origin can make \(\mathbf L\) conserved.

### The same commutator in momentum space

Because \(\mathbf p\) commutes with the free \(H\), the same commutator can be computed in momentum space, where \(H\) is a \(4\times4\) matrix \(H(\mathbf p)\) at each momentum. There \(r_a=i\hbar\,\partial/\partial p_a\), so

\[
L_k=i\hbar\,\epsilon_{kab}\frac{\partial}{\partial p_a}p_b
=i\hbar\,\epsilon_{kab}\,p_b\frac{\partial}{\partial p_a}.
\]

The derivative of \(p_b\) itself would give \(\epsilon_{kab}\delta_{ab}=0\), which is why no extra term appears. Exchanging the names \(a\) and \(b\) and using the antisymmetry of \(\epsilon\) gives

\[
L_k=-i\hbar\,\epsilon_{kab}\,p_a\frac{\partial}{\partial p_b}. \tag{5}
\]

In particular, \(L_z=-i\hbar\,\partial/\partial\varphi\), where \(\varphi\) is the azimuth of \(\mathbf p\). This is a first-order derivative, so the product rule gives

\[
[H,L_k]\psi=HL_k\psi-L_k(H\psi)=-(L_kH)\psi .
\]

The bracket in the last expression means that the derivative acts on the matrix \(H(\mathbf p)\) alone. Since \(\partial H/\partial p_b=c\alpha_b\),

\[
-(L_kH)=i\hbar c\,\epsilon_{kab}\,p_a\alpha_b
=-i\hbar c\,\epsilon_{kab}\,\alpha_ap_b ,
\]

in agreement with (1). An implementation must keep this derivative of the matrix. Treating \(L_k\) as if it acted on the amplitudes and passed through \(H(\mathbf p)\) would remove the effect under study.

### The spin part

The matrix \(S_k\) commutes with \(\mathbf p\), but not with \(\boldsymbol\alpha\). Block multiplication gives

\[
[\alpha_j,\Sigma_k]=
\begin{pmatrix}0&[\sigma_j,\sigma_k]\\ [\sigma_j,\sigma_k]&0\end{pmatrix}
=2i\,\epsilon_{jkl}\,\alpha_l, \tag{6}
\]

because \([\sigma_j,\sigma_k]=2i\epsilon_{jkl}\sigma_l\). Both \(\beta\) and \(\Sigma_k\) are block diagonal, and \(\beta\) is a number in each block. Hence \([\beta,\Sigma_k]=0\), and

\[
[H,S_k]=\frac{\hbar c}{2}\,p_j[\alpha_j,\Sigma_k]
=i\hbar c\,\epsilon_{jkl}\,p_j\alpha_l .
\]

A cyclic change of indices leaves \(\epsilon\) unchanged, so \(\epsilon_{jkl}=\epsilon_{klj}\). This gives

\[
[H,S_k]=i\hbar c\,\epsilon_{klj}\,\alpha_lp_j
=i\hbar c\,(\boldsymbol\alpha\times\mathbf p)_k ,
\]

the second half of (1). For the \(z\) component, (6) reads \([\alpha_x,\Sigma_z]=-2i\alpha_y\) and \([\alpha_y,\Sigma_z]=2i\alpha_x\), and the result is \(i\hbar c(\alpha_xp_y-\alpha_yp_x)\).

Adding the two halves gives (2). The factor one-half is fixed by this cancellation. For a general real coefficient \(\lambda\),

\[
[H,L_k+\lambda\hbar\Sigma_k]
=(2\lambda-1)\,i\hbar c\,(\boldsymbol\alpha\times\mathbf p)_k ,
\]

which vanishes as an operator for \(\lambda=1/2\) and for no other value, provided that \((\boldsymbol\alpha\times\mathbf p)_k\) is not zero.

### The commutators do not vanish on any normalizable state

To settle that last condition, define

\[
K_z=(\boldsymbol\alpha\times\mathbf p)_z=\alpha_xp_y-\alpha_yp_x .
\]

Its square is

\[
K_z^2=\alpha_x^2p_y^2+\alpha_y^2p_x^2-\{\alpha_x,\alpha_y\}p_xp_y
=p_x^2+p_y^2 , \tag{7}
\]

since each \(\alpha_i^2=1\) and different \(\alpha_i\) anticommute. The operator \(K_z\) is Hermitian, so for a state with momentum amplitude \(\tilde\psi(\mathbf p)\),

\[
\|[H,L_z]\psi\|^2=\hbar^2c^2\int(p_x^2+p_y^2)\,|\tilde\psi(\mathbf p)|^2\,d^3p .
\]

The integrand can vanish only on the line \(p_x=p_y=0\) or where the amplitude is zero. A line has no volume, so the integral is positive for every normalizable state. The same holds for \([H,S_z]\), which has the same norm, and for the other components after relabelling the axes.

A plane wave with momentum along \(z\) is the limiting exception. It is annihilated by \(K_z\), but it is not normalizable. This fits the picture below: motion along an axis gives no exchange of angular momentum about that axis.

For coding, the upper right and lower left blocks of \(K_z\) are both

\[
\sigma_xp_y-\sigma_yp_x=
\begin{pmatrix}0&i(p_x-ip_y)\\-i(p_x+ip_y)&0\end{pmatrix}, \tag{8}
\]

and its diagonal blocks are zero.

### Torque and finite rotations

In the Heisenberg picture an operator without explicit time dependence obeys \(dA/dt=(i/\hbar)[H,A]\). From (1),

\[
\frac{d\mathbf L}{dt}=c\,\boldsymbol\alpha\times\mathbf p,\qquad
\frac{d\mathbf S}{dt}=-c\,\boldsymbol\alpha\times\mathbf p . \tag{9}
\]

The same equation applied to the position gives

\[
\frac{dr_a}{dt}=\frac{i}{\hbar}\,c\,\alpha_j[p_j,r_a]
=\frac{i}{\hbar}\,c\,\alpha_j(-i\hbar\delta_{ja})=c\,\alpha_a .
\]

The velocity operator is \(c\boldsymbol\alpha\), and \(\mathbf p\) is constant. Thus \(d\mathbf L/dt\) is velocity times momentum in the vector product. For a classical free particle these vectors are parallel and the product is zero. For the Dirac operators it is not zero, and (9) describes an exchange between orbital motion and spin without an external torque.

Equation (2) also has a finite form, useful for testing a code. Let \(U=\exp(-i\theta\Sigma_z/2)\). Differentiating \(U\alpha_jU^\dagger\) with respect to \(\theta\) gives \(-\tfrac{i}{2}U[\Sigma_z,\alpha_j]U^\dagger\). By (6) this is

\[
\frac{d}{d\theta}U\alpha_xU^\dagger=U\alpha_yU^\dagger,\qquad
\frac{d}{d\theta}U\alpha_yU^\dagger=-U\alpha_xU^\dagger .
\]

With the initial values \(\alpha_x\) and \(\alpha_y\), the solution is

\[
U\alpha_xU^\dagger=\alpha_x\cos\theta+\alpha_y\sin\theta,\quad
U\alpha_yU^\dagger=-\alpha_x\sin\theta+\alpha_y\cos\theta .
\]

The matrices \(\alpha_z\) and \(\beta\) are unchanged. Collecting the coefficients of \(\alpha_x\) and \(\alpha_y\) in \(U\boldsymbol\alpha\cdot\mathbf p\,U^\dagger\) gives \(p_x\cos\theta-p_y\sin\theta\) and \(p_x\sin\theta+p_y\cos\theta\). These are the components of the momentum \(R\mathbf p\) rotated by \(\theta\) about \(z\), so

\[
U\,H(\mathbf p)\,U^\dagger=H(R\mathbf p).
\]

Rotating the momentum alone changes the Hamiltonian matrix. Rotating the spinor along with it compensates the change.

### With a potential

Let a potential \(V(\mathbf r)\), multiplied by the unit matrix, be added to \(H\). It commutes with \(\mathbf S\), while \([V,p_b]=i\hbar\,\partial_bV\). Therefore

\[
[H+V,J_k]=\epsilon_{kab}r_a[V,p_b]=i\hbar\,(\mathbf r\times\nabla V)_k,
\qquad \frac{d\mathbf J}{dt}=-\mathbf r\times\nabla V .
\]

The right-hand side is the torque of the force \(-\nabla V\). It vanishes for a potential that depends on \(|\mathbf r|\) alone, if \(\mathbf L\) is taken about the centre of force. About another point the torque of the same central force is not zero in general, so the choice of origin matters once a potential is present. For a potential without central symmetry the conservation law (2) fails in general, but a single component can survive. If \(V\) is symmetric about the \(z\) axis, the \(z\) component of \(\mathbf r\times\nabla V\) vanishes for an origin on that axis, and \(J_z\) is still conserved.

## 2. Identification of the spin and a worked example

### Symbols and results carried over

The Hamiltonian is \(H=c\boldsymbol\alpha\cdot\mathbf p+\beta mc^2\), with \(\mathbf L=\mathbf r\times\mathbf p\), \(\mathbf S=\hbar\boldsymbol\Sigma/2\) and \(\boldsymbol\Sigma=\mathrm{diag}(\boldsymbol\sigma,\boldsymbol\sigma)\). The first half showed that \([H,L_k]=-[H,S_k]=-i\hbar c(\boldsymbol\alpha\times\mathbf p)_k\), so \(\mathbf J=\mathbf L+\mathbf S\) is conserved and \(d\mathbf L/dt=c\boldsymbol\alpha\times\mathbf p\). The matrices obey \(\{\alpha_i,\alpha_j\}=2\delta_{ij}\) and \(\{\alpha_i,\beta\}=0\). In momentum space \(L_z=-i\hbar\,\partial/\partial\varphi\).

### How far conservation fixes the spin matrix

Suppose that another constant matrix \(T_k\) also makes \(L_k+T_k\) commute with \(H\). The difference \(D=T_k-S_k\) then commutes with \(H(\mathbf p)\) at every \(\mathbf p\). At \(\mathbf p=0\), for \(m\ne0\), this gives \([\beta,D]=0\). Subtracting the mass term and choosing \(\mathbf p\) along each axis in turn gives \([\alpha_j,D]=0\).

Commutation with \(\beta\) removes the off-diagonal blocks, because \(\beta\) has opposite signs in the two diagonal blocks. Thus \(D=\mathrm{diag}(A,B)\). The upper right block of \([\alpha_j,D]=0\) is

\[
\sigma_jB=A\sigma_j,\qquad\text{hence}\qquad B=\sigma_jA\sigma_j
\quad\text{for each } j .
\]

Any \(2\times2\) matrix can be written \(A=a_0+a_x\sigma_x+a_y\sigma_y+a_z\sigma_z\). Multiplication by \(\sigma_j\) from both sides keeps \(\sigma_j\) and reverses the sign of the other two. For \(j=x\) and \(j=y\) this means

\[
B=a_0+a_x\sigma_x-a_y\sigma_y-a_z\sigma_z
 =a_0-a_x\sigma_x+a_y\sigma_y-a_z\sigma_z ,
\]

so \(a_x=a_y=0\). Comparison with \(j=z\), where the last sign is positive, gives \(a_z=0\). Both blocks equal the same number, and \(T_k=S_k+d_k\) with a number \(d_k\).

The angular momentum algebra removes these numbers. From the Pauli products, \([S_x,S_y]=i\hbar S_z\). Numbers drop out of a commutator, so

\[
[T_x,T_y]=i\hbar S_z=i\hbar(T_z-d_z).
\]

The required relation \([T_x,T_y]=i\hbar T_z\) holds only for \(d_z=0\), and the cyclic relations give \(d_x=d_y=0\). Conservation and the algebra together select \(\mathbf S\).

The numerical check solves the conservation equations for a matrix with 16 unknown entries, without assuming its form. It finds rank 15 for each component. The one free direction is the unit matrix, and the traceless solution is \(\Sigma_k/2\) in units of \(\hbar\).

### Why it is an intrinsic spin one-half

Each \(\Sigma_k^2\) is the unit matrix, so

\[
\mathbf S^2=\frac{\hbar^2}{4}(1+1+1)=\frac34\hbar^2=s(s+1)\hbar^2,
\qquad s=\frac12 .
\]

Each \(S_k\) has the eigenvalues \(\pm\hbar/2\), both occurring twice. The four components are two copies of spin one-half. They are not one spin three-half, for which \(\mathbf S^2\) would be \(\tfrac{15}{4}\hbar^2\).

The word intrinsic is justified at rest. A spatially constant spinor \(u\) has \(\mathbf pu=0\), hence \(\mathbf Lu=0\) about any origin, and \(Hu=\beta mc^2u\). Its whole angular momentum is \(\mathbf S\). There are two spin states at energy \(+mc^2\) and two at \(-mc^2\), which accounts for the doubling. A normalizable version is \(g(|\mathbf p|)u\), which has \(\mathbf L=0\) because it does not depend on the direction of \(\mathbf p\). It approaches the rest state as \(g\) is concentrated near zero momentum.

One component of spin is conserved even in motion, namely the component along \(\mathbf p\). Since \(\mathbf p\) commutes with \(H\),

\[
[H,\mathbf S\cdot\mathbf p]=[H,S_k]p_k
=i\hbar c\,\epsilon_{kij}\alpha_ip_jp_k=0 .
\]

The last step uses the symmetry of \(p_jp_k\) and the antisymmetry of \(\epsilon_{kij}\). The failure of \(\mathbf S\) to commute therefore concerns components along fixed axes, not the helicity \(\boldsymbol\Sigma\cdot\mathbf p/|\mathbf p|\).

### A different division of the same total

The division of \(\mathbf J\) is tied to the position \(\mathbf r\) in the Dirac wave function. A momentum-dependent spin can be conserved by itself. Write \(Q=c\boldsymbol\alpha\cdot\mathbf p\) and \(E=\sqrt{c^2p^2+m^2c^4}\), and define

\[
F=\frac{E+mc^2+\beta Q}{\sqrt{2E(E+mc^2)}} .
\]

The anticommutators give \(Q^2=c^2p^2\), \(\beta Q=-Q\beta\) and \((\beta Q)^2=-c^2p^2\). Hence \((\beta Q)^\dagger=-\beta Q\), and

\[
FF^\dagger=\frac{(E+mc^2)^2+c^2p^2}{2E(E+mc^2)}=1 .
\]

Since \(\beta Q\) anticommutes with both \(Q\) and \(\beta\), it anticommutes with \(H\), and \(HF^\dagger=FH\). The square of \(F\) follows from \((E+mc^2)^2-c^2p^2=2mc^2(E+mc^2)\):

\[
F^2=\frac{mc^2+\beta Q}{E}=\frac{\beta H}{E},\qquad
FHF^\dagger=F^2H=\frac{\beta H^2}{E}=\beta E .
\]

Here \(H^2=Q^2+m^2c^4=E^2\), as the cross terms cancel. The operator \(\mathbf S'=F^\dagger\mathbf SF\) commutes with \(H\), because \(\mathbf S\) commutes with \(\beta E\). The factor \(F\) contains \(\boldsymbol\alpha\cdot\mathbf p\), \(\beta\) and \(p^2\), each of which commutes with \(\mathbf J\), so \(\mathbf J=F^\dagger\mathbf LF+\mathbf S'\). The total is the same, but the orbital part now refers to the position \(F^\dagger\mathbf rF\). At \(\mathbf p=0\), \(F=1\) and \(\mathbf S'=\mathbf S\). The two definitions agree on the spin at rest.

### When the mean values change

From the matrix anticommutators,

\[
\{H,\alpha_j\}=cp_i\{\alpha_i,\alpha_j\}+mc^2\{\beta,\alpha_j\}=2cp_j .
\]

Let \(P_+=\tfrac12(1+H/E)\) project on positive energies, so that \(HP_+=P_+H=EP_+\). Placing \(P_+\) on both sides gives

\[
2E\,P_+\alpha_jP_+=2cp_jP_+,\qquad
P_+\alpha_jP_+=\frac{cp_j}{E}P_+ .
\]

It follows that

\[
P_+(\boldsymbol\alpha\times\mathbf p)_kP_+
=\frac{c}{E}(\mathbf p\times\mathbf p)_kP_+=0 . \tag{10}
\]

With \(-E\) in place of \(E\), the same holds for negative energies. A free packet made of positive energies alone has constant mean values of \(\mathbf L\) and \(\mathbf S\). The torque connects states of equal momentum and opposite energy, whose relative phase varies as \(e^{\pm2iEt/\hbar}\). Exchange of the mean values is thus a form of Zitterbewegung, with angular frequency \(2E/\hbar\).

### Exchange on a momentum shell

From here on \(\hbar=m=1\). Take a normalized amplitude \(g(|\mathbf p|)\) concentrated near \(p_0=100\) a.u., multiplied by the spinor \((1,0,0,0)\). Initially \(L_z=0\) and \(S_z=1/2\). With \(H^2=E^2\), the even and odd terms of the exponential series sum to

\[
e^{-iHt}=\cos Et-i\frac HE\sin Et .
\]

Let \(\chi=(1,0)\), and let \(\theta,\varphi\) be the angles of \(\mathbf p\). Since \(H(\chi,0)=(c^2\chi,\;c\,\boldsymbol\sigma\cdot\mathbf p\,\chi)\), the upper and lower pairs become, apart from \(g\),

\[
\left(\cos Et-\frac{ic^2}{E}\sin Et\right)\chi,\qquad
-i\frac{cp}{E}\sin Et\begin{pmatrix}\cos\theta\\ \sin\theta\,e^{i\varphi}\end{pmatrix}.
\]

The lower pair has weight \(W=(cp/E)^2\sin^2Et\). Averaged over the sphere, \(\cos^2\theta\) is \(1/3\) and \(\sin^2\theta\) is \(2/3\). One third of \(W\) has \(L_z=0\) with spin up, and two thirds have \(L_z=1\) with spin down. Therefore

\[
\langle L_z\rangle=\frac{2W}{3},\qquad
\langle S_z\rangle=\frac{1-W}{2}+\frac W2\left(\frac13-\frac23\right)
=\frac12-\frac{2W}{3}. \tag{11}
\]

The sum stays at \(1/2\). The torque is the derivative

\[
\frac{d\langle L_z\rangle}{dt}=\frac23\left(\frac{cp}{E}\right)^2E\sin2Et .
\]

For \(p_0=100\) a.u. and \(c=137.036\) a.u., the energy is \(E=23247.2\) hartree and \(cp_0/E=0.589472\). The largest lower weight is \(0.589472^2=0.3475\). The largest orbital mean is \(\tfrac23(0.3475)=0.2317\), which leaves \(0.5-0.2317=0.2683\) for the spin. The largest torque is \(\tfrac23(0.347477)(23247.2)=5385\) hartree.

| \(t/(\pi/E)\) | \(\langle L_z\rangle\) | \(\langle S_z\rangle\) | torque (hartree) |
|---|---:|---:|---:|
| 0 | 0 | 0.5000 | 0 |
| 0.25 | 0.1158 | 0.3842 | 5385 |
| 0.50 | 0.2317 | 0.2683 | 0 |
| 0.75 | 0.1158 | 0.3842 | −5385 |
| 1 | 0 | 0.5000 | 0 |

The period is \(\pi/E=1.351\times10^{-4}\) a.u. of time, or \(3.269\times10^{-21}\) s. The numerical check obtains the evolution by diagonalizing \(H(\mathbf p)\) on an angular grid, and compares the rates of change of both means with the torque operator.

For a broader packet, (11) is averaged over \(|\mathbf p|\) with the probability of each shell, because \(H\) and \(\mathbf L\) both preserve \(|\mathbf p|\).

### The positive-energy part

Put \(\eta=c^2/E\), so that \((cp/E)^2=1-\eta^2\). Projection of the initial spinor gives

\[
P_+\begin{pmatrix}\chi\\0\end{pmatrix}
=\frac12\begin{pmatrix}(1+\eta)\chi\\ (cp/E)\,\boldsymbol\sigma\cdot\hat{\mathbf p}\,\chi\end{pmatrix}.
\]

After normalization the lower weight is

\[
W_+=\frac{1-\eta^2}{(1+\eta)^2+1-\eta^2}
=\frac{(1-\eta)(1+\eta)}{2(1+\eta)}=\frac{1-\eta}{2}.
\]

The angular factors are those of (11), so \(\langle L_z\rangle=(1-\eta)/3\), now constant in time. With \(\eta=0.807789\), \(W_+=0.0961\), \(\langle L_z\rangle=0.0641\) and \(\langle S_z\rangle=0.4359\). Constant means do not imply definite values. A measurement of \(L_z\) gives 0 with probability 0.9359 and 1 with probability 0.0641. In the second case the spin is down, so \(J_z=1/2\) in both.

For \(p\ll c\), \(E\approx c^2+p^2/2\) and \(1-\eta\approx p^2/(2c^2)\). The orbital mean in the positive-energy state is then about \(p^2/(6c^2)\), and \(L_z\) and \(S_z\) become separately definite to leading order. For \(p\gg c\), \(\eta\to0\), and the means tend to \(1/3\) and \(1/6\). Their sum remains \(1/2\).

## Values computed for the example and the checks

```
SPIN MATRIX FOUND FROM CONSERVATION OF L + S
unknown entries per component: 16
rank of the linear equations (x, y, z): [15, 15, 15]
eigenvalues of S_z (hbar): [-0.5 -0.5  0.5  0.5]
S squared (hbar^2): 0.75
MOMENTUM SHELL, INITIAL SPINOR (1,0,0,0)
speed of light c = 137.035999 a.u.
momentum p0 = 100.0 a.u.
rest energy c^2 = 18778.865 hartree
energy E = 23247.246 hartree
ratio c p0/E = 0.589472 (dimensionless)
ratio c^2/E = 0.807789 (dimensionless)
exchange period pi/E = 1.351383e-04 a.u. of time
exchange period = 3.2688e-21 s
t/period; lower weight W; L_z, S_z, J_z (hbar); torque (hartree)
0.000  0.000000  0.000000  0.500000  0.500000  0.000
0.125  0.050887  0.033925  0.466075  0.500000  3807.953
0.250  0.173739  0.115826  0.384174  0.500000  5385.259
0.500  0.347477  0.231651  0.268349  0.500000  0.000
0.750  0.173739  0.115826  0.384174  0.500000  -5385.259
1.000  0.000000  0.000000  0.500000  0.500000  0.000
SAME STATE PROJECTED ON POSITIVE ENERGIES
lower weight W = 0.096106 (dimensionless)
constant mean L_z = 0.064070 hbar
constant mean S_z = 0.435930 hbar
mean J_z = 0.500000 hbar
probability of L_z = 0: 0.935930
probability of L_z = 1 hbar: 0.064070
probability of S_z = -1/2 hbar: 0.064070
```
